# Radial nodes of hydrogen as eigenvalues of a symmetric tridiagonal matrix, part 1

(Sections cited here and not found follow in the second part.)

The 40s state of hydrogen has 39 radial nodes, the zeros of a polynomial of degree 39 whose coefficients are known integers. Take these coefficients, round them to double precision, and compute the roots as eigenvalues of the companion matrix, here with the library routine `numpy.roots`. The worst computed root then lies a distance 12 from the nearest true zero, measured in the complex plane of the dimensionless radial variable $x$. The true zeros lie between $x=0.0918$ and $x=140.36$, on average $140.27/38\approx3.7$ apart. The worst root lies near $64.6\pm11.7i$, where neighbouring zeros are at most 5.4 apart, so it approximates none of them. The eight smallest zeros come out to better than $10^{-6}$, but 17 of the 39 have no computed root within a distance 1. These figures change when the companion matrix is transposed or its rows and columns are put in another order, because the rounding errors of the eigenvalue solver then differ: over several such arrangements the two counts range from 7 to 10 and from 17 to 23, and the worst distance from about 11 to 35. The eigenvalues of a different $39\times39$ matrix, symmetric and tridiagonal, computed in the same arithmetic, agree with the true zeros to $2.1\times10^{-13}$ in $x$. The true zeros here come from Newton iteration on the polynomial in 80-digit arithmetic, started from those eigenvalues. Both matrices have the same characteristic polynomial. The reason why one fails suggests how to build the other, and the structure of the second matrix also proves that the zeros are real, simple, positive and interlaced.

## The polynomial whose zeros are wanted

Atomic units are used in the algebra. The nucleus is a point charge $Z$, the reduced mass is $\mu$ in electron masses, and spin and relativity are neglected. For $u(r)=rR_{nl}(r)$ the radial equation is

$$-\frac{u''}{2\mu}+\left[\frac{l(l+1)}{2\mu r^2}-\frac{Z}{r}\right]u=Eu .$$

A node is a zero of $R$ with $0<r<\infty$. The zero at the origin for $l>0$ is not counted.

For a bound state write $E=-\gamma^2/(2\mu)$ with $\gamma>0$ and put $x=2\gamma r$, so that $d^2/dr^2=4\gamma^2\,d^2/dx^2$. Multiplying the equation by $-2\mu/(4\gamma^2)$ gives

$$\frac{d^2u}{dx^2}=\left[\frac{l(l+1)}{x^2}-\frac{\nu}{x}+\frac14\right]u,\qquad \nu=\frac{\mu Z}{\gamma}.$$

Set $u=gF$ with $g=x^{l+1}e^{-x/2}$; primes now mean $d/dx$. Then $g'/g=(l+1)/x-\tfrac12$, and

$$\frac{g''}{g}=\left(\frac{g'}{g}\right)'+\left(\frac{g'}{g}\right)^2=\frac{l(l+1)}{x^2}-\frac{l+1}{x}+\frac14 .$$

Since $u''/g=F''+2(g'/g)F'+(g''/g)F$, the terms $l(l+1)/x^2$ and $\tfrac14$ cancel against the right side. Multiplying the rest by $x$ leaves

$$xF''+(\alpha+1-x)F'+kF=0,\qquad \alpha=2l+1,\quad k=\nu-l-1 .$$

The admissible solution is finite at $x=0$. The other one has $u\sim x^{-l}$, which is not normalizable for $l\ge1$; for $l=0$ it gives $R\sim1/r$, whose Laplacian contains a delta function absent from the Hamiltonian. Insert $F=\sum_m d_mx^m$. The coefficient of $x^m$ is $(m+1)m\,d_{m+1}+(\alpha+1)(m+1)d_{m+1}-m\,d_m+k\,d_m$, so

$$\frac{d_{m+1}}{d_m}=\frac{m-k}{(m+1)(m+\alpha+1)} .$$

If $k$ is not a nonnegative integer the series never ends. Because $(m-k)/(m+\alpha+1)\to1$, the ratio exceeds $\tfrac34/(m+1)$ beyond some $m$. That is the ratio in the series of $e^{3x/4}$, and from there on all terms have one sign, so $|F|$ exceeds a constant times $e^{3x/4}$ minus a polynomial and $u$ grows at least like $e^{x/4}$. Hence $k$ is a nonnegative integer, $\nu=n=k+l+1$, $\gamma=\mu Z/n$, and

$$E_n=-\frac{\mu Z^2}{2n^2},\qquad x=\frac{2Z\mu r}{n}.$$

The polynomial solution is the generalized Laguerre polynomial

$$L_k^{\alpha}(x)=\sum_{m=0}^{k}\ell_{k,m}x^m,\qquad \ell_{k,m}=\frac{(-1)^m}{(k-m)!\,m!}\prod_{j=m+1}^{k}(\alpha+j),$$

since $\ell_{k,m+1}/\ell_{k,m}=-(k-m)/[(m+1)(\alpha+m+1)]$ is the ratio found above. Its leading coefficient is $(-1)^k/k!$, so $\pi_k=(-1)^kk!\,L_k^\alpha=\sum_m c_mx^m$ is monic, $c_k=1$. The factor $g$ has no zero for $x>0$, and the nodes are the positive zeros of $\pi_k$. For $k=0$ there are none.

## Why the power coefficients are the wrong data

The companion matrix $C$ represents multiplication by $x$ on the column $V=(1,x,\dots,x^{k-1})^T$. Each entry times $x$ is the next entry, and for the last one $x^k=\pi_k(x)-\sum_{m<k}c_mx^m$. Thus $xV=CV+\pi_k(x)\,e$, where $C$ has ones above the diagonal and $-c_0,\dots,-c_{k-1}$ in its last row, and $e=(0,\dots,0,1)^T$. At a zero of $\pi_k$ the column $V$ is an eigenvector. The matrix is built from the $c_m$ and inherits the sensitivity of the zeros to them.

Let each coefficient change to $c_m(1+\delta_m)$ with $|\delta_m|\le\eta$. To first order a simple zero $x_j$ moves by $\delta x_j$ with $\pi_k'(x_j)\,\delta x_j+\sum_mc_m\delta_mx_j^m=0$, so

$$\left|\frac{\delta x_j}{x_j}\right|\le\eta\,\kappa_j,\qquad \kappa_j=\frac{\sum_m|c_m|\,x_j^m}{|x_j\,\pi_k'(x_j)|},$$

with equality for the worst choice of signs. The $c_m$ alternate in sign, so the numerator is $|\pi_k(-x_j)|$. With real positive zeros, as proved below, $|\pi_k(-x_j)|=\prod_i(x_j+x_i)$ and $\pi_k'(x_j)=\prod_{i\ne j}(x_j-x_i)$. The factor $i=j$ in the numerator is $2x_j$, and

$$\kappa_j=2\prod_{i\neq j}\frac{x_j+x_i}{|x_j-x_i|}.$$

Every factor exceeds one, and neighbouring zeros give large factors. For the cubic of the 5p state, with zeros $2.1412$, $5.3155$ and $10.5433$, the middle zero has $\kappa_2=2\,(7.4567/3.1743)(15.8588/5.2278)\approx14$, which is harmless. For 40s the largest $\kappa_j$, evaluated in 80-digit arithmetic, is $1.4\times10^{17}$. Double precision has machine epsilon $\varepsilon=2.2\times10^{-16}$ and rounds with relative error up to $\eta=\varepsilon/2$, and coefficients such as $c_0=-40!$ are too long to be stored exactly. The product $\eta\kappa$ is about 15. This is a worst-case first-order bound and does not predict the error; once it exceeds one, first-order theory has broken down and no digit of that zero is guaranteed. Much of the loss occurs before any root finder starts: the polynomial with rounded coefficients, solved in 50-digit arithmetic, already has a root at a distance 8.3 from the nearest true zero. The reason is that a polynomial that is small in its oscillating region has been stored as a sum of huge terms of alternating sign.

The remedy used here keeps the idea, multiplication by $x$ written as a matrix, and changes the basis. The matrix should have modest entries known in closed form, and its eigenvalues should move by no more than the norm of a change in the matrix. Real symmetric matrices have the second property under symmetric changes, as the next section shows.

## Why symmetry protects the eigenvalues

Let $J$ be real symmetric with eigenvalues $x_j$ and orthonormal eigenvectors $v^{(j)}$. For any unit vector $v=\sum_jt_jv^{(j)}$, with $\sum_jt_j^2=1$, and any real $s$,

$$\|(J-s)v\|^2=\sum_jt_j^2(x_j-s)^2\ge\min_j(x_j-s)^2 .$$

If $s$ is an eigenvalue of $J+\delta J$, with $\delta J$ symmetric and $v$ the unit eigenvector, then $(J-s)v=-\delta J\,v$, and $s$ lies within $\|\delta J\|$ of some $x_j$. Here $\|\delta J\|$ is the largest modulus of an eigenvalue of $\delta J$. If the $x_j$ are distinct and $\|\delta J\|$ is below half the smallest gap, the intervals $x_j\pm\|\delta J\|$ are disjoint. The eigenvalues of $J+t\,\delta J$ move continuously as $t$ goes from 0 to 1 and stay in these intervals, so each interval keeps exactly one. The amplification factor for absolute errors is one. The argument uses orthogonal eigenvectors, which the companion matrix lacks.

## The recurrence and the Jacobi matrix

The lower-degree Laguerre polynomials with the same $\alpha$ supply the basis, because they obey

$$(k+1)L_{k+1}^\alpha=(2k+\alpha+1-x)L_k^\alpha-(k+\alpha)L_{k-1}^\alpha .$$

To prove this, compare coefficients of $x^m$ for $0\le m\le k$, using the common factor $T=(-1)^m\prod_{j=m+1}^k(\alpha+j)/[(k+1-m)!\,m!]$. From the definition,

$$(k+1)\ell_{k+1,m}=(k+1)(k+\alpha+1)T,\qquad \ell_{k,m}=(k+1-m)T,$$

$$\ell_{k,m-1}=-m(\alpha+m)T,\qquad (k+\alpha)\ell_{k-1,m}=(k+1-m)(k-m)T .$$

The last two expressions vanish at $m=0$ and $m=k$ respectively, as they must. The right side has coefficient $(2k+\alpha+1)\ell_{k,m}-\ell_{k,m-1}-(k+\alpha)\ell_{k-1,m}$, which divided by $T$ is

$$(k+1-m)(k+\alpha+1+m)+m(\alpha+m).$$

Expanding the first product gives $(k+1)(k+\alpha+1)+m(k+1)-m(k+\alpha+1)-m^2=(k+1)(k+\alpha+1)-m\alpha-m^2$, and adding $m(\alpha+m)$ leaves $(k+1)(k+\alpha+1)$, the left side. For $m=k+1$ both sides equal $(-1)^{k+1}/k!$.

Multiply the recurrence by $(-1)^{k+1}k!$. The left side becomes $\pi_{k+1}$, the first term becomes $(x-2k-\alpha-1)\pi_k$, and the last becomes $-k(k+\alpha)\pi_{k-1}$ because $(-1)^{k+1}k!=k\,(-1)^{k-1}(k-1)!$. With the running index called $i$,

$$\pi_{i+1}=(x-a_i)\pi_i-b_i^2\pi_{i-1},\qquad a_i=2i+\alpha+1,\quad b_i^2=i(i+\alpha),$$

starting from $\pi_0=1$ and $\pi_1=x-a_0$. In the basis $\pi_i$, multiplication by $x$ is tridiagonal but has 1 above the diagonal and $b_i^2$ below. A rescaling balances the two, provided $b_i^2>0$ for all $i\ge1$, which holds exactly when $\alpha>-1$. This is assumed from here on, and hydrogen has $\alpha\ge1$. Take $b_i>0$, define $p_i=\pi_i/(b_1\cdots b_i)$, and divide the recurrence by $b_1\cdots b_i$:

$$x\,p_i=b_i\,p_{i-1}+a_i\,p_i+b_{i+1}\,p_{i+1}.$$

The Jacobi matrix $J_k$ is the $k\times k$ symmetric matrix with rows numbered $i=0,\dots,k-1$, diagonal $a_i$, and $b_i$ at positions $(i,i-1)$ and $(i-1,i)$. For $P=(p_0,\dots,p_{k-1})^T$ the relations read $xP=J_kP+b_kp_k\,e$, the analogue of the companion relation. The entries grow only linearly with $i$.

## The zeros are the eigenvalues

Let $D_k(x)=\det(x-J_k)$, $D_0=1$, and expand $D_{k+1}$ along its last row $(0,\dots,0,-b_k,\,x-a_k)$. The diagonal entry contributes $(x-a_k)D_k$. The entry $-b_k$ has cofactor sign $-1$, and its minor has last column $(0,\dots,0,-b_k)^T$ and therefore equals $-b_kD_{k-1}$; the contribution is $(-b_k)(-1)(-b_k)D_{k-1}=-b_k^2D_{k-1}$. The recurrence is that of $\pi_k$, and $D_1=x-a_0=\pi_1$, so $\pi_k(x)=\det(x-J_k)$ for all $k$. All zeros of $L_k^\alpha$ are eigenvalues of a real symmetric matrix and hence real.

They are simple. In $J_kv=x_jv$, row 0 gives $v_1=(x_j-a_0)v_0/b_1$, and row $i$ gives $v_{i+1}$ from $v_i$ and $v_{i-1}$ after division by $b_{i+1}\neq0$. These are the relations for $p_i$, so $v_i=v_0\,p_i(x_j)$. The eigenspace is one-dimensional, and since a symmetric matrix has a full set of eigenvectors, each eigenvalue occurs once. The same elimination run upward from the last row shows that $v_{k-1}=0$ would force $v=0$, so the last component of every eigenvector is nonzero.

They are positive. Let $B$ be lower bidiagonal with $B_{ii}=\sqrt{i+\alpha+1}$ and $B_{i,i-1}=\sqrt i$. Then $(BB^T)_{ii}=i+(i+\alpha+1)=a_i$ and $(BB^T)_{i,i-1}=B_{i,i-1}B_{i-1,i-1}=\sqrt{i(i+\alpha)}=b_i$, and the other entries vanish, so $J_k=BB^T$. For a unit eigenvector $x_j=v^TJ_kv=\|B^Tv\|^2>0$, since $B$ has a nonzero diagonal and is invertible. Trace and determinant give the sum rules

$$\sum_jx_j=\sum_{i=0}^{k-1}a_i=k(k-1)+k(\alpha+1)=k(k+\alpha),\qquad \prod_jx_j=(\det B)^2=\prod_{i=1}^{k}(\alpha+i).$$

They are bounded above, by the Gershgorin argument. Choose the row $i$ where $|v_i|$ is largest. From $(x_j-a_i)v_i=b_iv_{i-1}+b_{i+1}v_{i+1}$ it follows that $x_j\le a_i+b_i+b_{i+1}$, where $b_0=0$ and the term $b_k$ is absent in the last row. For $\alpha>0$, $b_i^2=(i+\alpha/2)^2-\alpha^2/4$ gives $b_i<i+\alpha/2$. Rows with $i\le k-2$ give $x_j<4i+2\alpha+2\le4k+2\alpha-6$, and the last row gives $x_j<(2k+\alpha-1)+(k-1+\alpha/2)=3k+\tfrac32\alpha-2$. Both are below $4k+2\alpha-2$, which for $k=n-l-1$ and $\alpha=2l+1$ equals $4n-4$.

So $R_{nl}$ has exactly $n-l-1$ simple nodes,

$$r_j=\frac{n\,x_j}{2Z\mu},\qquad 0<x_j<4n-4 .$$

The bound lies inside the classical turning point of an $s$ state, where $Z/r=|E_n|$, that is $x=4n$. It is not sharp: for 40s it is 156 and the largest zero is $140.36$.

The nodes of $R_{nl}$ are now the eigenvalues of a symmetric tridiagonal matrix, which proves that there are exactly $n-l-1$ of them, all simple, with $0<x_j<4n-4$, and avoids the sensitivity of the power coefficients. It remains to prove interlacing in $x$ and in $r$, to turn it into a bisection algorithm, and to work out the 5p and 6p nodes.
